# Radial and angular gains in a two-configuration helium function: a program that tests the result

```python
"""Helium: split-shell function plus one 2p^2 singlet S configuration.

Result under test: the optimized two-configuration energy is about -2.895
hartree, and its lowering divides into a radial and an angular part.
Symbols (Hartree atomic units):
  Z        nuclear charge, 2
  a, b     exponents of the two 1s functions of the split shell
  c        exponent of the 2p function r*exp(-c r)
  split    exp(-a r1 - b r2) + exp(-b r1 - a r2), normalized
  pair     (r1 . r2) exp(-c (r1 + r2)), normalized
  E1, E2   energies of split and pair; V is their coupling
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import minimize, minimize_scalar
from pyscf import gto

Z = 2.0
EV = physical_constants["Hartree energy in eV"][0]


def overlap_1s(a, b):
    return 8 * (a * b) ** 1.5 / (a + b) ** 3


def split_energy(a, b):
    S = overlap_1s(a, b)
    one_body = a * a / 2 - Z * a + b * b / 2 - Z * b
    one_body += S * S * (a * b - Z * (a + b))
    J = a * b * (a * a + 3 * a * b + b * b) / (a + b) ** 3
    K = 5 * (a + b) * S * S / 16
    return (one_body + J + K) / (1 + S * S)


def pair_energy(c):
    return c * c - Z * c + 111 * c / 256


def dipole_integral(a, b, c):
    p, q = a + c, b + c
    s = p + q
    radial = 24 * (s * s + 3 * p * q) / (s**5 * p * p * q * q)
    return 16 / 3 * (a * b) ** 1.5 * c**5 * radial


def coupling(a, b, c):
    S = overlap_1s(a, b)
    return np.sqrt(2 / (3 * (1 + S * S))) * dipole_integral(a, b, c)


def angular_lowering(a, b, c):
    half_gap = (pair_energy(c) - split_energy(a, b)) / 2
    return np.hypot(half_gap, coupling(a, b, c)) - half_gap


def total_energy(a, b, c):
    return split_energy(a, b) - angular_lowering(a, b, c)


def cosine_element(a, b, c):
    """Matrix element of cos(theta12) between split and pair."""
    def radial_overlap(k):
        return 2 * k**1.5 * np.sqrt(4 * c**5 / 3) * 6 / (k + c) ** 4
    S = overlap_1s(a, b)
    product = radial_overlap(a) * radial_overlap(b)
    return np.sqrt(2 / (3 * (1 + S * S))) * product


def quadrature_matrices(a, b, c, n=24):
    """Matrices from the definition, integrated over r1, r2 and r12.

    Perimetric coordinates x, y, z run independently from 0 to infinity.
    Gradients are taken by complex steps in the six Cartesian coordinates.
    """
    low, high = min(a, b, c), max(a, b, c)
    scale = 2 * low * high / (low + high)
    t, w = np.polynomial.laguerre.laggauss(n)
    w = w * np.exp(t)
    x, y, z = np.meshgrid(t / scale, t / scale, t / (2 * scale),
                          indexing="ij")
    weight = np.einsum("i,j,k->ijk", w, w, w) / (2 * scale**3)
    r1, r2, r12 = (y + z) / 2, (x + z) / 2, (x + y) / 2
    weight = weight * 8 * np.pi**2 * r1 * r2 * r12 / 4
    dot = (r1**2 + r2**2 - r12**2) / 2
    along = dot / r1
    across = np.sqrt(np.maximum(r2**2 - along**2, 0))
    zero = np.zeros_like(r1)
    position = [zero, zero, r1, across, zero, along]

    def functions(q):
        d1 = np.sqrt(q[0]**2 + q[1]**2 + q[2]**2)
        d2 = np.sqrt(q[3]**2 + q[4]**2 + q[5]**2)
        scalar = q[0] * q[3] + q[1] * q[4] + q[2] * q[5]
        split = np.exp(-a * d1 - b * d2) + np.exp(-b * d1 - a * d2)
        return np.array([split, scalar * np.exp(-c * (d1 + d2))])

    def integrate(f, g, factor):
        return np.einsum("ixyz,jxyz,xyz->ij", f, g, weight * factor)

    psi = functions(position)
    one = np.ones_like(r1)
    step = 1e-20
    kinetic = np.zeros((2, 2))
    for k in range(6):
        moved = [p.astype(complex) for p in position]
        moved[k] = moved[k] + 1j * step
        gradient = functions(moved).imag / step
        kinetic += integrate(gradient, gradient, one) / 2
    overlap = integrate(psi, psi, one)
    result = {
        "overlap": overlap,
        "kinetic": kinetic,
        "nuclear": integrate(psi, psi, -Z / r1 - Z / r2),
        "repulsion": integrate(psi, psi, 1 / r12),
        "cosine": integrate(psi, psi, dot / (r1 * r2)),
    }
    norm = np.sqrt(np.diag(overlap))
    return {key: m / np.outer(norm, norm) for key, m in result.items()}


def gaussian_reference(s_exponents, p_exponents):
    """Hartree-Fock and complete two-electron CI in a Gaussian basis."""
    shells = [[0, [float(e), 1.0]] for e in s_exponents]
    shells += [[1, [float(e), 1.0]] for e in p_exponents]
    mol = gto.M(atom="He 0 0 0", basis={"He": shells}, verbose=0)
    values, vectors = np.linalg.eigh(mol.intor("int1e_ovlp"))
    X = vectors / np.sqrt(values)
    h = X.T @ (mol.intor("int1e_kin") + mol.intor("int1e_nuc")) @ X
    n = h.shape[0]
    eri = mol.intor("int2e", aosym="s1").reshape(n, n, n, n)
    eri = np.einsum("pqrs,pi,qj,rk,sl->ijkl", eri, X, X, X, X,
                    optimize=True)
    orbital = np.linalg.eigh(h)[1][:, 0]
    previous = 0.0
    for _ in range(200):
        J = np.einsum("ijkl,k,l->ij", eri, orbital, orbital, optimize=True)
        e_hf = 2 * orbital @ h @ orbital + orbital @ J @ orbital
        if abs(e_hf - previous) < 1e-11:
            break
        previous = e_hf
        orbital = np.linalg.eigh(h + J)[1][:, 0]
    else:
        raise AssertionError("Hartree-Fock did not converge")
    unit = np.eye(n)
    H = np.kron(h, unit) + np.kron(unit, h)
    H += eri.transpose(0, 2, 1, 3).reshape(n * n, n * n)
    e_ci = eigh(H, eigvals_only=True, subset_by_index=[0, 0])[0]
    return e_hf, e_ci


def optimize(function, start):
    options = {"xatol": 1e-9, "fatol": 1e-14, "maxiter": 4000,
               "maxfev": 8000}
    return minimize(function, start, method="Nelder-Mead", options=options)


# Optimize every level of the wave function.
closed = minimize_scalar(lambda k: split_energy(k, k), bounds=(1, 3),
                         method="bounded", options={"xatol": 1e-9})
E_closed = closed.fun
assert abs(E_closed + (Z - 5 / 16) ** 2) < 1e-10
split = optimize(lambda v: split_energy(*v), [2.2, 1.2])
a1, b1 = split.x
E_split = split.fun
frozen = minimize_scalar(lambda k: total_energy(a1, b1, k), bounds=(1, 5),
                         method="bounded", options={"xatol": 1e-9})
c1, E_frozen = frozen.x, frozen.fun
full = optimize(lambda v: total_energy(*v), [a1, b1, c1])
a2, b2, c2 = full.x
E_full = full.fun
other_start = optimize(lambda v: total_energy(*v), [1.9, 1.5, 1.8])
assert abs(other_start.fun - E_full) < 1e-9
closed_pair = optimize(lambda v: total_energy(v[0], v[0], v[1]), [1.7, 2.4])
E_closed_pair = closed_pair.fun

# Closed formulas against three-dimensional quadrature.
worst = 0.0
for a, b, c in [(a1, b1, c1), (a2, b2, c2), (2.0, 1.3, 1.7)]:
    m = quadrature_matrices(a, b, c)
    H = m["kinetic"] + m["nuclear"] + m["repulsion"]
    V = coupling(a, b, c)
    formula = np.array([[split_energy(a, b), V], [V, pair_energy(c)]])
    worst = max(worst, np.abs(H - formula).max())
    assert np.allclose(H, formula, atol=1e-8, rtol=0)
    for name in ("overlap", "kinetic", "nuclear"):
        assert abs(m[name][0, 1]) < 1e-9
    assert abs(m["cosine"][0, 0]) < 1e-9
    assert abs(m["cosine"][0, 1] - cosine_element(a, b, c)) < 1e-8
    root = eigh(H, m["overlap"], eigvals_only=True)[0]
    assert abs(root - total_energy(a, b, c)) < 1e-8

# State at the full optimum: virial relation and angular correlation.
m = quadrature_matrices(a2, b2, c2)
H = m["kinetic"] + m["nuclear"] + m["repulsion"]
vector = eigh(H, m["overlap"])[1][:, 0]
vector = vector * np.sign(vector[0])
kinetic_energy = vector @ m["kinetic"] @ vector
mean_cosine = vector @ m["cosine"] @ vector
assert abs(kinetic_energy + E_full) < 1e-6
assert vector[1] < 0 and mean_cosine < 0

# Orbital sizes and the effect of a diffuse, hydrogenic 2p function.
size_p = 5 / (2 * c2)
top = quad(lambda r: r**5 * np.exp(-2 * c2 * r), 0, 40)[0]
bottom = quad(lambda r: r**4 * np.exp(-2 * c2 * r), 0, 40)[0]
assert abs(top / bottom - size_p) < 1e-7
size_a, size_b = 3 / (2 * a2), 3 / (2 * b2)
for exponent, size in ((a2, size_a), (b2, size_b)):
    top = quad(lambda r: r**3 * np.exp(-2 * exponent * r), 0, 40)[0]
    bottom = quad(lambda r: r**2 * np.exp(-2 * exponent * r), 0, 40)[0]
    assert abs(top / bottom - size) < 1e-7
assert size_a < size_p < size_b
gain_frozen = E_split - E_frozen
gain_hydrogenic = angular_lowering(a1, b1, Z / 2)
assert gain_hydrogenic < 0.2 * gain_frozen

# Reference energies in finite Gaussian bases.
s_exponents = np.geomspace(0.08, 2000, 14)
p_exponents = np.geomspace(0.2, 40, 8)
E_hf, E_s = gaussian_reference(s_exponents, [])
E_hf_sp, E_sp = gaussian_reference(s_exponents, p_exponents)
assert abs(E_hf - E_hf_sp) < 1e-8
assert E_closed > E_hf > E_split > E_s
assert E_split > E_frozen >= E_full > E_sp
assert abs(E_full + 2.895) < 1e-3

radial_gain = E_closed - E_split
angular_gain = E_split - E_full
V1 = coupling(a1, b1, c1)
gap = pair_energy(c1) - E_split


def show(label, value, unit="", digits=6):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Nuclear charge Z", Z, "", 0)
show("Closed shell: exponent", closed.x, "1/bohr", 4)
show("Closed shell: energy", E_closed, "hartree")
show("Split shell: a", a1, "1/bohr", 4)
show("Split shell: b", b1, "1/bohr", 4)
show("Split shell: 1s overlap S", overlap_1s(a1, b1))
show("Split shell: energy E1", E_split, "hartree")
show("Frozen a,b: best c", c1, "1/bohr", 4)
show("Frozen a,b: dipole integral R1", dipole_integral(a1, b1, c1), "hartree")
show("Frozen a,b: coupling V", V1, "hartree")
show("Frozen a,b: pair energy E2", pair_energy(c1), "hartree")
show("Frozen a,b: gap E2-E1", gap, "hartree")
show("Frozen a,b: estimate V^2/gap", V1**2 / gap, "hartree")
show("Frozen a,b: angular gain", gain_frozen, "hartree")
show("Frozen a,b: total energy", E_frozen, "hartree")
show("Angular gain with c = Z/2", gain_hydrogenic, "hartree")
show("Full optimum: a", a2, "1/bohr", 4)
show("Full optimum: b", b2, "1/bohr", 4)
show("Full optimum: c", c2, "1/bohr", 4)
show("Full optimum: energy", E_full, "hartree")
show("Full optimum: energy", E_full * EV, "eV", 3)
show("Full optimum: kinetic energy", kinetic_energy, "hartree")
show("Full optimum: split coefficient", vector[0])
show("Full optimum: 2p^2 coefficient", vector[1])
show("Full optimum: 2p^2 weight", 100 * vector[1]**2, "percent", 3)
show("Full optimum: mean cos(theta12)", mean_cosine)
show("Mean radius, 1s with a", size_a, "bohr", 4)
show("Mean radius, 1s with b", size_b, "bohr", 4)
show("Mean radius, 2p with c", size_p, "bohr", 4)
show("Radial gain, closed to split", radial_gain, "hartree")
show("Radial gain, closed to split", radial_gain * EV, "eV", 3)
show("  part down to Hartree-Fock", E_closed - E_hf, "hartree")
show("  part below Hartree-Fock", E_hf - E_split, "hartree")
show("Angular gain, all reoptimized", angular_gain, "hartree")
show("Angular gain, all reoptimized", angular_gain * EV, "eV", 3)
show("  part from relaxing a,b,c", E_frozen - E_full, "hartree")
show("Total gain", E_closed - E_full, "hartree")
show("Reverse order: closed exponent", closed_pair.x[0], "1/bohr", 4)
show("Reverse order: c", closed_pair.x[1], "1/bohr", 4)
show("Reverse order: closed + 2p^2", E_closed_pair, "hartree")
show("Reverse order: angular gain", E_closed - E_closed_pair, "hartree")
show("Reverse order: radial gain", E_closed_pair - E_full, "hartree")
show("Hartree-Fock, 14 s Gaussians", E_hf, "hartree")
show("Full CI, 14 s Gaussians", E_s, "hartree")
show("Full CI, 14 s + 8 p Gaussians", E_sp, "hartree")
show("CI lowering from p shells", E_s - E_sp, "hartree")
show("Compact function above s+p CI", E_full - E_sp, "hartree")
print(f"Largest formula-quadrature difference: {worst:.1e} hartree")
print("checks complete")
```

Output:

```
Nuclear charge Z: 2
Closed shell: exponent: 1.6875 1/bohr
Closed shell: energy: -2.847656 hartree
Split shell: a: 2.1832 1/bohr
Split shell: b: 1.1885 1/bohr
Split shell: 1s overlap S: 0.872348
Split shell: energy E1: -2.875661 hartree
Frozen a,b: best c: 2.4698 1/bohr
Frozen a,b: dipole integral R1: 0.514033 hartree
Frozen a,b: coupling V: 0.316276 hartree
Frozen a,b: pair energy E2: 2.231071 hartree
Frozen a,b: gap E2-E1: 5.106732 hartree
Frozen a,b: estimate V^2/gap: 0.019588 hartree
Frozen a,b: angular gain: 0.019513 hartree
Frozen a,b: total energy: -2.895175 hartree
Angular gain with c = Z/2: 0.002463 hartree
Full optimum: a: 2.1766 1/bohr
Full optimum: b: 1.2009 1/bohr
Full optimum: c: 2.4740 1/bohr
Full optimum: energy: -2.895228 hartree
Full optimum: energy: -78.783 eV
Full optimum: kinetic energy: 2.895228 hartree
Full optimum: split coefficient: 0.998097
Full optimum: 2p^2 coefficient: -0.061660
Full optimum: 2p^2 weight: 0.380 percent
Full optimum: mean cos(theta12): -0.066587
Mean radius, 1s with a: 0.6891 bohr
Mean radius, 1s with b: 1.2490 bohr
Mean radius, 2p with c: 1.0105 bohr
Radial gain, closed to split: 0.028005 hartree
Radial gain, closed to split: 0.762 eV
  part down to Hartree-Fock: 0.014014 hartree
  part below Hartree-Fock: 0.013991 hartree
Angular gain, all reoptimized: 0.019566 hartree
Angular gain, all reoptimized: 0.532 eV
  part from relaxing a,b,c: 0.000053 hartree
Total gain: 0.047572 hartree
Reverse order: closed exponent: 1.6898 1/bohr
Reverse order: c: 2.4982 1/bohr
Reverse order: closed + 2p^2: -2.869359 hartree
Reverse order: angular gain: 0.021703 hartree
Reverse order: radial gain: 0.025869 hartree
Hartree-Fock, 14 s Gaussians: -2.861670 hartree
Full CI, 14 s Gaussians: -2.879017 hartree
Full CI, 14 s + 8 p Gaussians: -2.900501 hartree
CI lowering from p shells: 0.021484 hartree
Compact function above s+p CI: 0.005274 hartree
Largest formula-quadrature difference: 2.4e-13 hartree
checks complete
```
